Pair number and vacuum persistence in the Schwinger series

**The argument under review**

The manuscript considers electrons and positrons in a constant, uniform electric field of strength E. It starts from the series

w = D ∑ₖ e^(−kx)/k², k = 1, 2, 3, …

with

D = (eE)²/(4π³ħ²c), x = πE_c/E, E_c = m²c³/(eħ).

It calls w the number of pairs produced per unit volume and time, and it reads the k-th term as the production of k pairs at once. For E = 2E_c and a four-volume VT of 10053 reduced Compton four-volumes, it takes wVT, about 71, as the expected number of pairs. Its two readings do not agree with each other: if the k-th term counted events of k pairs, the mean would weight that term by k and would be D VT ∑ₖ e^(−kx)/k, about 76.

The series is correct, but the manuscript never computes a number of pairs. It must be asked which property of the final state the series describes. That can be settled by following the modes of the Dirac field one at a time.

I use Gaussian units, with e > 0 and electron charge −e. The field is external: its depletion by the created charges is neglected, as is photon exchange between them.

**One mode of the Dirac field**

Let the field point along −z, so that the force on an electron is +eE along z. Describe it by a uniform, time-dependent vector potential. The canonical momentum P is then conserved, and the kinetic momentum along z is P_z + eEt. For each P the four-component amplitude obeys

iħ dψ/dt = [cα_z(P_z + eEt) + cα⊥·p⊥ + βmc²]ψ.

The Dirac matrices anticommute and square to one, so the cross terms cancel in the square of the last two terms:

(cα⊥·p⊥ + βmc²)² = ε², ε² = m²c⁴ + c²p⊥².

Write these two terms as εM. Then M² = 1, and M anticommutes with α_z. Take a vector u with α_z u = u. Then α_z Mu = −Mα_z u = −Mu, and M(Mu) = u. Hence u and Mu span a plane that the Hamiltonian does not leave, and in it α_z and M act as the Pauli matrices σ_z and σ_x. Since α_z is traceless and squares to one, there are two orthogonal choices of u. They give two orthogonal planes, one for each spin state.

Measure the kinetic momentum by

τ = c(P_z + eEt)/√(ħceE), δ = ε/√(ħceE).

Because dτ/dt = √(ceE/ħ), division of the equation by √(ħceE) gives, for ψ = (a, b),

i a′ = τa + δb,
i b′ = δa − τb, (1)

where the prime is d/dτ. The levels are ±√(τ² + δ²). At large negative τ the lower level is a and the upper level is b. At large positive τ these roles are exchanged. An electron that starts in the lower level and remains in component a therefore ends in the upper level. It leaves a hole below, which is a positron. The pair probability n of the mode is the probability of staying in a.

**The pair probability**

Differentiate the first equation of (1):

i a″ = a + τa′ + δb′.

The second equation gives δb′ = −iδ²a + iτδb, and the first gives δb = ia′ − τa. Therefore

δb′ = −iδ²a − τa′ − iτ²a.

The terms in a′ cancel, and multiplication by −i leaves

a″ + (τ² + δ² + i)a = 0.

Set a = e^(−iτ²/2) f. Then

a′ = e^(−iτ²/2)(f′ − iτf),
a″ = e^(−iτ²/2)(f″ − 2iτf′ − if − τ²f),

and so

f″ − 2iτf′ + δ²f = 0. (2)

From δb = ia′ − τa one also finds

b = (i/δ) e^(−iτ²/2) f′.

A solution of (2), with μ = δ²/2, is

f(τ) = ∫ dk e^(ikτ − ik²/4) k^(iμ−1).

The path runs from left to right and passes below k = 0. Its ends are turned slightly, to k = ±|k|e^(−iφ) with 0 < φ < π/2, where e^(−ik²/4) decays. To verify the solution, note that the left side of (2) multiplies the integrand by −k² + 2kτ + δ². The result is a total derivative:

d/dk[−2i e^(ikτ − ik²/4) k^(iμ)]
= (2τ − k + 2μ/k) e^(ikτ − ik²/4) k^(iμ)
= (2τk − k² + δ²) e^(ikτ − ik²/4) k^(iμ−1).

The bracket vanishes at both ends, so the integral satisfies (2).

Now consider large |τ|. Differentiation under the integral gives

f′ = i∫ dk e^(ikτ − ik²/4) k^(iμ).

Since kτ − k²/4 = τ² − (k − 2τ)²/4, the phase is stationary at k = 2τ. The Gaussian integral around this point has modulus 2√π, multiplied by |(2τ)^(iμ)|. The neighbourhood of k = 0 contributes only at order 1/|τ|, as the substitution k = s/|τ| shows.

The modulus of k^(iμ) is e^(−μ arg k). For positive k the argument is 0. Negative k is reached by passing below the origin, so its argument is −π. Consequently

|b(+∞)|/|b(−∞)| = e^(−πμ) = e^(−πδ²/2).

This solution starts entirely in b. At large negative τ the stationary point contributes to f only at order 1/|τ|, because of the additional factor 1/k. Where the path passes the origin at k = −ih, with h > 0, the factor e^(ikτ) = e^(hτ) tends to zero. Hence a(−∞) = 0, and the probability of staying in b is e^(−πδ²).

The probability of staying in a is the same. Let U be the unitary matrix that connects initial and final amplitudes. Its column b gives |U_bb|² + |U_ab|² = 1, and its row a gives |U_aa|² + |U_ab|² = 1. Thus |U_aa| = |U_bb|, and

n = e^(−πδ²) = e^(−x) exp[−πcp⊥²/(ħeE)]. (3)

**What Fermi statistics does with n**

Initially every lower level is filled and every upper level is empty. The Hamiltonian does not connect planes with different P or spin. Each plane therefore keeps its one electron, and the many-electron state remains a product of one creation operator per plane. The outcomes in different planes are independent: one pair with probability n, no pair with probability 1 − n. The exclusion principle allows no third outcome.

Let P_j be the probability of j pairs in total. Its generating function is

G(z) = ∑ⱼ P_j z^j = ∏(1 − n + zn),

with the product over all modes, spin included. The mean number and the probability of no pair are

⟨j⟩ = G′(1) = ∑n, (4)
P₀ = G(0) = ∏(1 − n). (5)

These are different functions of the same n. From (5),

−ln P₀ = −∑ln(1 − n) = ∑(n + n²/2 + n³/3 + …). (6)

A single transverse momentum already shows the difference. For E = 2E_c and p⊥ = 0.4mc, equation (3) gives

n = exp[−π(1 + 0.16)/2] = 0.1617.

The two spin states together produce no pair with probability (1 − n)² = 0.7028, one pair with probability 2n(1 − n) = 0.2711, and two pairs with probability n² = 0.0261. The mean is 2n = 0.3234, whereas −ln P₀ = −ln 0.7028 = 0.353. The larger number does not count pairs. It is the exponent of the no-pair probability.

**From modes to rates**

Take a periodic cube of side ℓ and volume V = ℓ³. The values of P_z are spaced by 2πħ/ℓ. During the time T the kinetic momentum of each mode grows by eET, so the number of modes that pass through zero is eETℓ/(2πħ) for each p⊥ and spin. Modes that do not pass through zero can still be excited if their kinetic momentum is small while the field is switched. That contribution does not grow with T, so its share of the total falls as 1/T.

A crossing has a finite duration, however. Modes that cross during the switching, or close to it in time, do not follow (3). To neglect them, T must be long compared with the switching time, and also with √(ħ/(ceE)) and with mc/(eE), the times corresponding to τ of order 1 and of order δ. In weak fields these conditions are not sufficient. There n is exponentially small, and the switching itself can create more pairs than all the completed crossings. T must then also be long enough for the pairs from completed crossings to far outnumber those made by the switching. When this holds and the cube is large, the sum over modes becomes

∑ → 2 VT (eE/2πħ) ∫ d²p⊥/(2πħ)². (7)

The factor 2 counts spin. The integral required for any power of n is Gaussian:

∫ d²p⊥ nᵏ = e^(−kx) ∫ d²p⊥ exp[−kπcp⊥²/(ħeE)] = e^(−kx) ħeE/(kc).

Together with the prefactor of (7), this gives

∑nᵏ = VT · 2 · (eE/2πħ) · (1/4π²ħ²) · (ħeE/kc) e^(−kx) = D VT e^(−kx)/k. (8)

The mean number (4) needs k = 1 alone. The number of pairs per volume and time is therefore

N = ⟨j⟩/(VT) = D e^(−x). (9)

The persistence exponent (6) needs every power. The logarithm supplies one factor 1/k, and the transverse integral (8) supplies the other:

−ln P₀ = VT · D ∑ₖ e^(−kx)/k² = wVT. (10)

The manuscript's series is thus the decay constant of the no-pair probability, P₀ = e^(−wVT). If the vacuum persistence amplitude is written as exp(iVTΛ/ħ), with Λ the effective Lagrangian density, its squared modulus is exp(−2VT Im Λ/ħ). Hence w = 2 Im Λ/ħ. This identification gives no licence to use w in place of N as the pair rate.

**The higher terms are not multiple-pair events**

The generating function also tests the proposed reading of the k-th term. Put r = n/(1 − n) and factor out P₀:

G(z) = P₀ ∏(1 + zr).

The coefficients of z and z² give

P₁/P₀ = ∑r,
P₂/P₀ = ½[(∑r)² − ∑r²].

Since r = n + n² + n³ + …, equation (8) yields

P₁/P₀ = D VT ∑ₖ e^(−kx)/k = −D VT ln(1 − e^(−x)). (11)

Even the one-pair probability, taken relative to P₀, contains all powers of e^(−x). The ratio P₂/P₀ has a leading part proportional to (VT)², because two pairs can arise in two different modes. Such a part alone does not decide the matter, since independent single events would produce it too. The manuscript's reading means independent bursts of k pairs whose rates are the terms of the series, that is G(z) = P₀ exp[D VT ∑ₖ zᵏ e^(−kx)/k²]. Expanding in z, P₁/P₀ would be the first term alone, NVT, and the part of P₂/P₀ linear in VT would be the second term, +D VT e^(−2x)/4. The modes give (11) for P₁/P₀, which exceeds NVT. For the part of P₂/P₀ linear in VT they give −½∑r², which is linear in VT by (8) and negative. The second Schwinger term is therefore not a rate of two-pair events.

Its origin is visible in the fluctuations. A mode with outcomes 0 and 1 has variance n − n², because the square of either outcome equals the outcome itself. Variances of independent modes add, so (8) gives

variance/mean = 1 − e^(−x)/2. (12)

For a Poisson distribution this ratio would be 1, and the no-pair probability would be e^(−NVT). The Schwinger terms with k ≥ 2 measure how far the true no-pair probability lies below that Poisson value. The pairs are spread more evenly than independent random events, since no mode can hold two.

**Can short times rescue the claim?**

The author might reply that the probability of at least one pair is

1 − P₀ = 1 − e^(−wVT) ≈ wVT

for small VT, so that w is at least the probability per volume and time of producing something. This limit is inconsistent. Whatever the distribution, the mean satisfies

⟨j⟩ = ∑ⱼ jP_j ≥ ∑ⱼ P_j = 1 − P₀, sums over j ≥ 1,

because each j in the sum is at least 1. But w > N, since all terms of the series are positive. For sufficiently small VT the continuum formulas would therefore make the probability of at least one pair larger than the mean number. The replacement (7) has failed: it assigns a fraction of a mode to a region that must contain whole modes.

The location of the contradiction can be found for weak fields. Put q = e^(−x) ≪ 1 and v = D VT. To order q²,

wVT = qv + q²v/4,
1 − e^(−wVT) = qv + q²v/4 − q²v²/2.

This equals the mean qv at v = 1/2. Below that value the continuum expressions contradict each other. Above it the quadratic term of the exponential outweighs the second Schwinger term. A regime with wVT ≪ 1 does exist for weak fields, namely v ≫ 1 with qv ≪ 1. There, provided that the conditions for (7) hold and pairs made by the switching are negligible, the probability of at least one pair is NVT to leading order, and retaining the second Schwinger term while dropping the larger quadratic term is not a consistent correction.

For E = 2E_c, solving 1 − e^(−wVT) = NVT by numerical root finding gives v = 0.513, or VT = 15.9 reduced Compton four-volumes. At one tenth of this four-volume the formulas would give a probability of 0.01121 for at least one pair, but a mean of only 0.01066. Passing the threshold removes this contradiction; it does not by itself justify (7), which also needs the conditions stated with it.

**The manuscript's example, recomputed**

Measure length in ħ/(mc) and time in ħ/(mc²). The unit of four-volume, C = (ħ/mc)³ · ħ/(mc²), is 7.417 × 10⁻⁵³ cm³ s. The critical field is E_c = 4.414 × 10¹³ statvolt/cm, or 1.323 × 10¹⁸ V/m. In these units D = (E/E_c)²/(4π³) per C. For E = 2E_c,

x = π/2 = 1.5708, e^(−x) = 0.20788,
D = 4/(4π³) = 0.032252 per C.

Equation (9) gives

N = 0.032252 × 0.20788 = 6.704 × 10⁻³ per C.

The first four terms of the series, in units of 10⁻³ per C, are 6.7044, 0.3484, 0.0322 and 0.0038. With the remaining terms,

w = 7.089 × 10⁻³ per C.

In conventional units N = 9.04 × 10⁴⁹ and w = 9.56 × 10⁴⁹ cm⁻³ s⁻¹. The ratio is w/N = 1.057.

Let the cube have side 10, and let 32 values of P_z cross for each p⊥ and spin. The duration follows from 2 × 10 × T/(2π) = 32, so that T = 10.053 and VT = 10053 C. The continuum formulas give

NVT = 67.40, wVT = 71.27.

The expected number of pairs is 67, not 71.

The whole distribution can be obtained for the actual modes of the cube. Their transverse momenta are 2πħ/ℓ times pairs of integers, and each mode has the probability (3). Starting from zero pairs with certainty, one adds the modes one by one: each new mode leaves the count unchanged with probability 1 − n and raises it by one with probability n. This numerical convolution gives a mean of 67.40 and −ln P₀ = 71.29. The small difference from 71.27 arises because a discrete sum over p⊥ replaces the integral.

The variance is 60.4, so the standard deviation is 7.8 pairs. The ratio of variance to mean is 0.896, in agreement with 1 − 0.20788/2. The no-pair probability is 1.10 × 10⁻³¹, whereas a Poisson distribution with the same mean would give 5.35 × 10⁻³⁰, which is 49 times larger. The ratio P₁/P₀ is 75.6, a third number, distinct from both 67.4 and 71.3. These three quantities answer three different questions about one final state.

The example assumes 32 completed crossings. Here √(ħ/(ceE)) is about 0.7 and mc/(eE) is 0.5, against a duration of 10. A real pulse would also contain partial crossings at its edges, so its absolute pair number would depend on how the field is switched. For a pulse as short as this one, the switching can change that number by more than the difference between 67 and 71, in either direction: abrupt edges add pairs, while edges as slow as ħ/(mc²), at the same total impulse, shorten the time spent at full field and remove pairs. Depletion is not negligible on this scale either. Pairs moving at nearly c carry a current 2ecNt, which by the end lowers the field by ΔE/E ≈ 4πecNT²/E ≈ 0.03. The time average of this drop is one third of the final value, and d ln N/d ln E = 2 + x ≈ 3.6, so the count would fall by roughly 4 per cent, or 2 to 3 pairs. The comparison of 67 with 71 therefore concerns completed crossings in a field held fixed.

**How much the confusion costs numerically**

Dividing (10) by (9) gives

w/N = ∑ₖ e^(−(k−1)x)/k².

Each term with k ≥ 2 grows with E, and so does the ratio. Its values are:

E/E_c = 0.5: 1.0005
E/E_c = 1: 1.011
E/E_c = 2: 1.057
E/E_c = 5: 1.180
E/E_c = 20: 1.394

For weak fields the ratio tends to 1, with leading excess e^(−x)/4. Using w in place of N then costs little. The first term alone equals N exactly, at any field. In the formal limit of infinite field x tends to zero, and the ratio tends to ∑1/k² = π²/6 = 1.645. The neglect of depletion and photon exchange would need separate justification long before that limit. Within the external-field model, however, calling w the pair production rate overstates the long-time rate N at every finite field, and adding more terms of the series makes that estimate worse.
